\section*{Kinked partial waves, kink cancellation and the screened KKR equation, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Setting}

Hartree atomic units are used. The Hamiltonian is $H=-\tfrac12\nabla^2+\sum_T v(|\mathbf r-\mathbf T|)$ on a lattice with one site per cell, cell volume $\Omega$ and nearest-neighbour distance $d$. The well $v$ is spherical and vanishes for $r>s$, with $s<d$, and $\kappa^2=2\varepsilon$. Each site also carries a hard sphere of radius $a\le s$, $2a<d$, which is a device of the construction and not part of $H$. The $Y_L$, $L=(l,m)$, are real spherical harmonics, $\mathcal Y_L(\mathbf r)=r^lY_L$, and $C_{LL'L''}=\int Y_LY_{L'}Y_{L''}\,d\hat r$. Channels $l\le l_{\max}$ are active, the others high. The free radial solutions are
\begin{equation}
J_l(r)=\kappa^{-l}j_l(\kappa r),\qquad N_l(r)=\kappa^{l+1}n_l(\kappa r),\qquad H_l=N_l-i\kappa^{2l+1}J_l ,
\end{equation}
with $N_0=-\cos\kappa r/r$ and $H_0=-e^{i\kappa r}/r$; $J_L(\mathbf r)$ means $J_lY_L$. $J_l$ and $N_l$ are real power series in $\kappa^2$, so both signs of $\varepsilon$ are covered. The radial equation makes $r^2(JN'-J'N)$ constant, and the forms $J_l\to r^l/(2l+1)!!$, $N_l\to-(2l-1)!!/r^{l+1}$ at small $r$ give $[(l+1)+l]/(2l+1)$, so
\begin{equation}
r^2\,(J_lN_l'-J_l'N_l)=1. \label{W}
\end{equation}
Outside the well the regular solution is proportional to $J_l-\tau_lN_l$, with $\tau_l=\tan\eta_l/\kappa^{2l+1}$ and $\eta_l$ the phase shift. In matrix equations $J$, $N$ without argument are the diagonal matrices of values at $r=a$, and all matrices act on the active channels.

\section*{(a) The bare structure matrix}

\emph{Expand the Bloch sum $\chi_L=\sum_Te^{i\mathbf k\cdot\mathbf T}H_L(\mathbf r-\mathbf T)$ about the origin, locate its poles in energy, and find the condition for an eigenstate when $\tau_l=0$ in the high channels.}

\paragraph{Solution.} Two operator facts are needed. First, $\mathcal Y_L(\nabla)F(r)=\mathcal Y_L(\mathbf r)(r^{-1}\partial_r)^lF$. For the harmonic $(x+iy)^l$ this follows by repeating $(\partial_x+i\partial_y)F=(x+iy)F'/r$ and using $(\partial_x+i\partial_y)(x+iy)=0$; rotations give the other $m$. The Rayleigh formula $(x^{-1}\partial_x)^ln_0=(-1)^ln_l/x^l$, and its twin for $j_l$, then give $H_L=(-1)^l\mathcal Y_L(\nabla)H_0(r)$. Second, applying $\mathcal Y_{L'}(\nabla)$ at $\mathbf r=0$ to $e^{i\mathbf q\cdot\mathbf r}=4\pi\sum_Li^l\kappa^lJ_L(\mathbf r)Y_L(\hat q)$, $q=\kappa$, gives $i^{l'}\kappa^{l'}Y_{L'}(\hat q)$ on the left, so $[\mathcal Y_{L'}(\nabla)J_L]_0=\delta_{LL'}/4\pi$.

For $r<|\mathbf d|$ the wave $H_L(\mathbf r+\mathbf d)$ is regular and free, hence equal to $\sum_{L'}J_{L'}(\mathbf r)\,b_{L'L}(\mathbf d)$, and the two facts give $b_{L'L}=4\pi(-1)^l\mathcal Y_{L'}(\nabla)\mathcal Y_L(\nabla)H_0(|\mathbf d|)$. The product of harmonics is $\sum_{L''}C_{LL'L''}\,r^{l+l'-l''}\mathcal Y_{L''}$ with an even power of $r$, and $r^2\to\nabla^2=-\kappa^2$. The sign collected is $(-1)^{l+l''+(l+l'-l'')/2}$, whose exponent exceeds $(l'+l''-l)/2$ by $2l$, so
\begin{equation}
b_{L'L}(\mathbf d)=4\pi\sum_{L''}(-1)^{(l'+l''-l)/2}\kappa^{l+l'-l''}C_{LL'L''}H_{L''}(\mathbf d).
\end{equation}
The operator form shows $b_{LL'}(-\mathbf d)=b_{L'L}(\mathbf d)$, since both sides differ by $(-1)^{l+l'}$ twice. At $\varepsilon<0$, $\kappa=i\gamma$, the lattice sum converges, and for $0<r<d$
\begin{equation}
\chi_L=N_L+\sum_{L'}J_{L'}B_{L'L},\qquad B_{L'L}=\sum_{T\ne0}e^{i\mathbf k\cdot\mathbf T}b_{L'L}(-\mathbf T)-i\kappa^{2l+1}\delta_{LL'} .
\label{B}
\end{equation}
There $b$ is real, and its symmetry makes $B$ Hermitian. Since $(\nabla^2+\kappa^2)H_0=4\pi\delta(\mathbf r)$, the Bloch sum of $H_0$ is $(4\pi/\Omega)\sum_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}/(\kappa^2-q^2)$ with $\mathbf q=\mathbf k+\mathbf G$. This depends on $\kappa^2$ alone and continues $B$ to $\varepsilon>0$. Applying $4\pi(-1)^l\mathcal Y_{L'}(\nabla)\mathcal Y_L(\nabla)$ to one term gives the pole
\begin{equation}
B\simeq\frac{w\,w^\dagger}{\kappa^2-q^2},\qquad w_L=\frac{4\pi}{\sqrt\Omega}\,i^l\mathcal Y_L(\mathbf q),
\label{pole}
\end{equation}
at each free-electron energy $q^2/2$.

Let the wells not overlap, $2s\le d$. Away from these poles an eigenstate is the free Bloch Green function acting on $v\Psi$, and the Green function expanded about the source centre gives $\Psi=\sum_Lc_L\chi_L$ between the wells. Channel $L$ holds $N_lc_L+J_l(Bc)_L$, which must be proportional to $J_l-\tau_lN_l$ to join the regular solution: $c_L=-\tau_l(Bc)_L$. High channels have $c_L=0$, and the active ones obey the bare KKR equation
\begin{equation}
(1+\tau B)\,c=0,\qquad\text{or}\qquad(B+\tau^{-1})\,c=0\ \text{ where }\tau_l\neq0. \label{kkr}
\end{equation}

\section*{(b) Screened spherical waves}

\emph{Find the free waves $\psi_L=\sum_{L''}\chi_{L''}M_{L''L}$ whose active projections on the hard sphere are $\delta_{L'L}$, and their slopes there.}

\paragraph{Solution.} By (\ref{B}) the active projections at radius $r$ form the matrix $N(r)M+J(r)BM$. With $\alpha_l=J_l(a)/N_l(a)$, the value of $\tau_l$ for which $J-\tau N$ vanishes at $a$, the condition $(N+JB)M=1$ reads $J(\alpha^{-1}+B)M=1$, so
\begin{equation}
M=(B+\alpha^{-1})^{-1}J^{-1}. \label{M}
\end{equation}
Define the slope matrix $S=a[N'M+J'BM]$ and $D^J=aJ'/J$. The boundary condition gives $BM=J^{-1}(1-NM)$, hence $S=D^J+aJ^{-1}(JN'-J'N)M$, and (\ref{W}) turns the bracket into $a^{-2}$:
\begin{equation}
aS=aD^J+J^{-1}(B+\alpha^{-1})^{-1}J^{-1}=aD^J+(JBJ+JN)^{-1}. \label{S}
\end{equation}
$S$ is Hermitian because $B$ is. Let $f_l$, $g_l$ be the free radial solutions with $f(a)=1$, $f'(a)=0$, $g(a)=0$, $g'(a)=1/a$. The function $a[J(a)N(r)-N(a)J(r)]$ vanishes at $a$ and has slope $a\cdot a^{-2}$ there, so it is $g$. A radial solution is fixed by value and slope, so the projection is $f_{l'}\delta_{L'L}+g_{l'}S_{L'L}$. The high projections are $J_{l'}(r)(BM)_{L'L}$, regular at the centre. The cut wave $\psi^c_L$ is $\psi_L$ with its active components set to zero inside the hard spheres and its high components kept.

\section*{(c) Back-extrapolation and the kink}

\emph{Let $\phi_l$ be the regular solution in the well and $\phi^\circ_l$ the free solution that matches it in value and slope at $s$, both divided by the value of $\phi^\circ_l$ at $a$. Find $D_l=a\phi^{\circ\prime}_l(a)$. For $2s\le d$, examine the smoothness of}
\begin{equation}
\Phi_L=\psi^c_L+\sum_Te^{i\mathbf k\cdot\mathbf T}\big[\phi_l\,\theta(r_T<s)-\phi^\circ_l\,\theta(a<r_T<s)\big]Y_L(\hat r_T).
\end{equation}

\paragraph{Solution.} Write $\phi^\circ=pJ+qN$. The Wronskians of $\phi$ with $N$ and $J$ at $s$ give $p=s^2(\phi N'-\phi'N)$ and $q=s^2(J\phi'-J'\phi)$, and $\tau=-q/p$. So $\phi^\circ(r)=[J(r)-\tau N(r)]/[J-\tau N]$ is the scattered wave continued inward from $s$ to $a$ as if the well were absent. Over a common denominator,
\begin{align}
D-D^J&=a\,\frac{J(J'-\tau N')-J'(J-\tau N)}{J(J-\tau N)}=\frac{-\tau}{a\,J\,(J-\tau N)}\nonumber\\
&=\frac{-\tau}{aJ^2(1-\tau/\alpha)}=\frac{1}{aJ^2(\alpha^{-1}-\tau^{-1})},
\label{D}
\end{align}
using (\ref{W}) and then $N=J/\alpha$. Also $\phi^\circ=f+gD$, by value and slope at $a$.

At $r=s$ the piece $\phi-\phi^\circ$ is switched off where its value and slope vanish, so $\Phi$ is smooth there. In the shell $a<r<s$ no neighbour's sphere intrudes, and the active projection $L'$ of $\Phi_L$ is
\begin{equation}
(\phi_l-f_l-g_lD_l)\delta_{L'L}+f_l\delta_{L'L}+g_{l'}S_{L'L}=\phi_l\delta_{L'L}+g_{l'}(r)\,(S-D)_{L'L},
\label{shell}
\end{equation}
while for $r<a$ it is $\phi_l\delta_{L'L}$. Since $g(a)=0$ the function is continuous. Since $g'(a)=1/a$ the slope jumps by $(S-D)/a$ on going outward. High components pass through $a$ unchanged. The kink matrix is defined as $a^2$ times the jump,
\begin{equation}
K=a(S-D).
\end{equation}
The wave $\psi$ carries the geometry and $\phi$ the potential. They are joined in value at $a$ through $\phi^\circ$, so $S$ does not depend on $s$ or $v$.

\section*{(d) Kink cancellation}

\emph{Find the condition on $u$ for $\Psi=\sum_L\Phi_Lu_L$ to be smooth. Compute $(H-\varepsilon)\Psi$ under that condition, allowing overlap and nonzero high phase shifts.}

\paragraph{Solution.} The jumps vanish in every active channel if and only if
\begin{equation}
K(\varepsilon,\mathbf k)\,u=0. \label{kc}
\end{equation}
Otherwise $-\tfrac12\nabla^2\Psi$ contains $-\tfrac12a^{-2}(Ku)_L\,\delta(r-a)$, which no finite term cancels. The active projection of $\psi-\phi^\circ Y$ is $gK/a$ at every radius $0<r<d$, so (\ref{kc}) does more than remove a jump: the active part of $\psi u$ equals $\phi^\circ u$ throughout the shell, and the two cancel there.

Because the equality holds down to $r\to0$, cutting both functions at $a$ changes nothing, and $\Psi=\psi+\sum_T(\phi-\phi^\circ)_T$, where $(\ldots)_T$ denotes the sum over $L$ with $u_L$ and the Bloch phase, confined to $r_T<s$; the singularities of $\psi$ and $\phi^\circ$ at the centres cancel. The operator $-\tfrac12\nabla^2-\varepsilon$ annihilates $\psi$ and $\phi^\circ$, turns $\phi_T$ into $-v_T\phi_T$, and yields no surface term at $s$. Therefore $(H-\varepsilon)\Psi=\sum_Tv_T(\Psi-\phi_T)$. Inside sphere $T$, $\psi-\phi^\circ_T$ is the high part $\Psi^h_T$ of $\psi$, whose expansion converges because $s<d$, so
\begin{equation}
(H-\varepsilon)\Psi=\sum_Tv_T\Big[\Psi^h_T+\sum_{T'\ne T}(\phi-\phi^\circ)_{T'}\Big].
\label{res}
\end{equation}
The second term lives in the lenses where wells overlap and is absent for $2s\le d$. The first is the action of the well on high channels. It is absent for a well that acts on active channels alone, and for a local well it is the truncation error. With both absent, (\ref{kc}) gives an eigenstate: $\phi$ in the wells, a free wave between them.

Otherwise let $\Psi_0$ be a true eigenstate with energy $\varepsilon_0$. Both functions are smooth Bloch functions, so $H$ may act to the left, and $\varepsilon_0-\varepsilon=\langle\Psi_0|(H-\varepsilon)\Psi\rangle/\langle\Psi_0|\Psi\rangle$. To leading order $\Psi_0\propto\Psi$. Without overlap, angular orthogonality reduces the truncation term to $\int v|\Psi^h|^2/\langle\Psi|\Psi\rangle$, negative for an attractive well, so the root lies above $\varepsilon_0$. For the lens term, relabelling sites gives per cell
\begin{equation}
\Delta_{\rm lens}=\frac{1}{\langle\Psi_0|\Psi\rangle}\int_{r<s}\Psi_0^*\sum_{T\neq0}v_T\,(\phi-\phi^\circ)_0\,d^3r .
\label{lens}
\end{equation}
Near $s$, subtracting the radial equations gives $(\phi-\phi^\circ)''\simeq2v\phi$ with zero value and slope at $s$. For $v<0$ the difference has the sign opposite to $\phi$, its product with $v_T<0$ has the sign of $\phi$, and for a state without nodes in the lens $\Delta_{\rm lens}>0$ at small overlap: this term by itself places the root below $\varepsilon_0$. For a local well at finite $l_{\max}$ the truncation term is present as well, and the root is displaced by the sum of the two. The lens term vanishes as the overlap goes to zero and the truncation term does not, so at small overlap and fixed $l_{\max}$ the root of an attractive well can still lie above $\varepsilon_0$.

\section*{(e) The screened KKR form}

\emph{Rewrite the one-centre expansion with $J^\alpha(r)=J(r)-\alpha N(r)$ in place of $J(r)$, derive the KKR equation in that representation, and relate its matrix to $K$.}

\paragraph{Solution.} Substituting $J(r)=J^\alpha+\alpha N(r)$ into $N(r)c+J(r)Bc$ gives $N(r)(1+\alpha B)c+J^\alpha Bc$. With $c^\alpha=(1+\alpha B)c$ this is $N(r)c^\alpha+J^\alpha B^\alpha c^\alpha$, where
\begin{equation}
B^\alpha=B(1+\alpha B)^{-1}.
\end{equation}
The regular wave becomes $J-\tau N=J^\alpha-\tau^\alpha N$ with $\tau^\alpha=\tau-\alpha$. Multiplied by $\kappa^{2l+1}$ this is $\tan\eta^\alpha=\tan\eta-\tan\eta^{\rm hs}$, where $\tan\eta^{\rm hs}_l=j_l(\kappa a)/n_l(\kappa a)$ belongs to the hard sphere. The matching argument of (a) now gives $c^\alpha=-\tau^\alpha B^\alpha c^\alpha$, the screened KKR equation $[B^\alpha+(\tau^\alpha)^{-1}]c^\alpha=0$: scattering is measured against a crystal of hard spheres in place of empty space.

Subtracting (\ref{D}) from (\ref{S}) cancels $D^J$:
\begin{equation}
K=J^{-1}\big[(B+\alpha^{-1})^{-1}-(\alpha^{-1}-\tau^{-1})^{-1}\big]J^{-1}. \label{K1}
\end{equation}
For the first term, $B+\alpha^{-1}=\alpha^{-1}(1+\alpha B)$ has the inverse $(1+\alpha B)^{-1}\alpha$, and $(1+\alpha B)^{-1}=1-\alpha B(1+\alpha B)^{-1}$, as multiplication from the right by $1+\alpha B$ confirms. The term is $\alpha-\alpha B^\alpha\alpha$. The second is $\alpha\tau/(\tau-\alpha)=\alpha+\alpha^2/(\tau-\alpha)$. The lone $\alpha$ cancels, and $\alpha/J=1/N$:
\begin{equation}
K=-N^{-1}\big[B^\alpha+(\tau-\alpha)^{-1}\big]N^{-1}. \label{main}
\end{equation}
Kink cancellation is thus the screened KKR equation with $c^\alpha=N^{-1}u$. This agrees with the boundary values: $J^\alpha(a)=0$, so the projection at $a$ is $Nc^\alpha$, and it must be $u$.

This part has shown that the kink-cancellation condition is the screened KKR equation, and has identified the errors that arise from well overlap and from truncation in $l$. What remains is to relate its roots to those of bare KKR, to examine the poles of $K$ and the range of $S$, to find the norm, and to test the results on a model crystal.
